# Does Faster Surface Diffusion on Cu(111) Lower the Bonding Temperature?

## Result

Surface diffusion can enlarge the bonded area between two copper surfaces, but it cannot fill the voids between them. It moves atoms along a void wall and leaves the void volume unchanged. If the grains are rigid, filling requires atoms taken from the bonded interface and carried along it.

A (111) surface lowers the temperature for a given bonded area, at fixed time, void geometry and interfacial energies, if it transports more mass than the surface it replaces. Fast adatom hopping is not sufficient, because transport also depends on how many adatoms there are. In the model of clean copper used here, adatoms diffuse about 4100 times faster on (111) than on (100) at 200 °C, yet the mass transport is comparable: with one attempt frequency for all jumps and a small slab, it is larger by a factor of only 1.2. With these coefficients held constant, the resulting temperature advantage is about 4 K. This is far below the uncertainty of the calculation: a larger slab removes it, and vibrational prefactors or changes of defect coverage inside a thin void can reverse its sign. Explaining a lower bonding temperature by fast adatom hopping therefore needs further conditions, and this model does not support a large effect.

## Void geometry and volume balance

Consider long, flat voids repeating along the interface. In one half-period of length $L$, the void has half-width $a$ and full height $H$, and the contact has width $b=L-a$. All quantities are per unit depth. The grains are rigid, and each facet moves uniformly.

Let $w$ be the speed at which the wafers approach as atoms leave the contact. Let $v=-\dot a$ be the speed of the void's side wall, and $r$ the growth speed of each of its two terraces (top and bottom). Atoms leaving the contact go to the wall and the terraces:
$$wb=vH+2ra .$$
The void height falls by approach and by growth of both terraces, so $\dot H=-w-2r$. For the void area $A=aH$,
$$\dot A=\dot aH+a\dot H=-vH-aw-2ra=-w(a+b)=-wL .$$
If the interface supplies no atoms, $w=0$ and $A$ is constant, however fast surface diffusion may be.

## What surface diffusion does by itself

Let $\gamma$ be the surface energy of the terraces, $\gamma_b$ the energy of the bonded interface and $g$ the energy of the side wall, all per area. Up to a constant, the energy of the half-period is
$$F=2\gamma a+\gamma_b(L-a)+gH=Wa+gH,\qquad W=2\gamma-\gamma_b .$$
Narrowing the void gains the work of adhesion $W$; making it taller costs wall energy.

With $w=0$, the atom balance gives $r=-vH/(2a)$. The terraces lose atoms and the side wall gains them, so the void becomes narrower and taller, with $\dot H=-2r=vH/a$. The energy released per time is
$$-\dot F=Wv-g\dot H=v\left(W-\frac{gH}{a}\right).$$

This power is spent on diffusion. Define the mass-transport coefficient $G$ as defect diffusivity times defect coverage times layer thickness. The volume flux along a surface is $q=-(G/kT)\,d\mu/ds$, where $\mu$ is the chemical potential per atom. Here $G$ is taken as constant, which requires differences in $\mu$ along the surface to be small compared with $kT$. The number flux is $q/\Omega$, with $\Omega$ the atomic volume, so the power lost per length is $kTq^2/(\Omega G)$. At distance $y$ from the void centre, each terrace carries a flux of magnitude $|r|y$. The two terraces together lose
$$2\,\frac{kT}{\Omega G}\int_0^a r^2y^2\,dy=\frac{kT}{\Omega G}\,\frac{2r^2a^3}{3}
=\frac{kT}{\Omega G}\,\frac{v^2H^2a}{6}.$$

For a thin void, the loss on the short side wall can be neglected. Equating released and lost power, dividing by $v$ and inserting $H=A/a$ gives
$$v=\frac{6\Omega G\,a}{kT A^2}\left(W-\frac{gA}{a^2}\right).$$
Since $d(a^2)/dt=-2av$,
$$\frac{d(a^2)}{dt}=-\frac{12\Omega GW}{kTA^2}\left(a^2-\frac{gA}{W}\right).$$
This is a linear equation for $a^2$, with solution
$$a^2=a_e^2+(a_0^2-a_e^2)e^{-t/\tau},\qquad a_e^2=\frac{gA}{W},\qquad
\tau=\frac{kTA^2}{12\Omega GW}.$$

The bonded fraction $1-a/L$ approaches $1-a_e/L$, which is below one. Pressure does not appear, because at $w=0$ the load does no work. Pressure may still matter earlier, when it creates the initial contact.

Two surfaces with the same geometry and energies reach the same bonded fraction in the same time when $\tau$ is equal, hence when
$$\frac{G_{111}(T_{111})}{T_{111}}=\frac{G_{100}(T_{100})}{T_{100}} .$$

## What fills the void

When the interface also supplies atoms, both $v$ and $w$ must be found. The mean potential per volume on each facet follows from the energy change when that facet moves. It is $-W/H$ on the wall and $-g/a$ on the terraces. Removing a thickness $w\,dt$ from the contact lowers $H$ by the same amount and lets the pressure $P$ do work $PLw\,dt$, so the mean on the contact is $(PL+g)/b$.

Take any trial motion $(v^*,w^*)$ that obeys the atom balance, with fluxes $q^*$. Multiplying $kTq/(\Omega G)=-(1/\Omega)\,d\mu/ds$ by $q^*$ and integrating by parts along the whole path leaves source rates times mean potentials:
$$\sum\int\frac{kT}{\Omega G}\,q\,q^*ds=w^*(PL+g)+v^*W+2r^*g .$$
With $2r^*=(w^*b-v^*H)/a$ and $a+b=L$, the right side becomes
$$v^*\left(W-\frac{gH}{a}\right)+w^*L\left(P+\frac ga\right).$$

The fluxes are $wx$ along the contact, $wb/2-vz$ along each half of the wall and $ry$ on each terrace, with $x$ measured from the contact centre and $z$ from the wall's midpoint. Let $G_b$ be the transport coefficient of the interface. Since $v^*$ and $w^*$ are independent, their coefficients give two equations:
$$\frac{kT}{\Omega}(M_{vv}v+M_{vw}w)=W-\frac{gH}{a},\qquad
\frac{kT}{\Omega}(M_{vw}v+M_{ww}w)=L\left(P+\frac ga\right),$$
$$M_{vv}=\frac{aH^2}{6G}+\frac{H^3}{12G},\qquad
M_{vw}=-\frac{abH}{6G}-\frac{bH^2}{8G},$$
$$M_{ww}=\frac{b^3}{3G_b}+\frac{ab^2}{6G}+\frac{b^2H}{4G}.$$
The second term of $M_{vv}$ is the wall loss neglected above. Relative to the terrace term it is $H/(2a)$, which is small for a flat void. At the equilibrium shape it reaches $W/(2g)$, which need not be small, so the last part of the approach to $a_e$ is slower than the exponential formula gives.

If surface transport is fast, the void keeps its lowest-energy shape. Minimizing $Wa+gA/a$ at fixed $A$ gives $a=a_e$ and $F=2\sqrt{WgA}$, so shrinking the void releases $dF/dA=\sqrt{Wg/A}$ per area. The interface loss is $kTw^2b^3/(3\Omega G_b)$. Setting it equal to the supplied power $wL(P+\sqrt{Wg/A})$ and using $\dot A=-wL$,
$$\dot A=-\frac{3\Omega G_bL^2}{kTb^3}\left(P+\sqrt{\frac{Wg}{A}}\right).$$
In this limit the surface coefficient $G$ has dropped out. Orientation can still enter through $G_b$ and the energies, which are held fixed here.

## Why fast hopping gives little extra transport

Defect energies were computed for relaxed copper slabs with the Cleri–Rosato potential, an empirical second-moment tight-binding model. Adatoms are supplied by kinks at surface steps. Adding an atom at a kink changes the energy by −3.544 eV, equal to the bulk energy per atom. The formation energy therefore counts moving one atom from a kink to the terrace. For a vacancy, the removed atom goes to a kink.

| Energy (eV) | (111) | (100) |
|---|---:|---:|
| Adatom formation | 0.859 | 0.636 |
| Adatom hop | 0.044 | 0.440 |
| Adatom total | 0.903 | 1.076 |
| Vacancy formation | 0.668 | 0.546 |
| Vacancy jump | 0.605 | 0.387 |
| Vacancy total | 1.272 | 0.934 |

Totals were rounded after adding. The attempt frequency is set to $\nu=5\times10^{12}$ s$^{-1}$ for every jump, and vibrational entropy differences are neglected. Let $d$ be the neighbour distance. On (111), three jumps of length $d/\sqrt3$ give a diffusivity prefactor $\frac14\cdot3\nu d^2/3=\nu d^2/4$. On (100), four jumps of length $d$ give $\nu d^2$. At 200 °C, $kT=0.0408$ eV, and the hop diffusivities are $2.8\times10^{-4}$ and $6.8\times10^{-8}$ cm²/s, a ratio of about 4100. The (111) barrier is close to $kT$, so hopping with a fixed attempt frequency is only a rough description there.

Three factors turn this into a ratio of mass transport:

- **Adatom supply.** An adatom costs 0.223 eV more on (111), which multiplies the ratio by $e^{-0.223/0.0408}\approx0.0042$.
- **Sites and thickness.** The (111) surface has two kinds of hollow site, treated as equal in energy, and its layers are 1.15 times thicker. Together these give a factor of 2.3. The adatom transport ratio is then about 40.
- **Vacancies on (100).** Their total energy is 0.142 eV below that of (100) adatoms, so they carry about $e^{0.142/0.0408}\approx33$ times as much. Adding them raises the (100) transport about 34-fold and reduces the ratio to 1.2.

Adatom exchange on (100), with a barrier of 0.954 eV, is included but negligible. The totals are $G_{111}=8.2\times10^{-27}$ and $G_{100}=6.9\times10^{-27}$ m³/s. Their ratio is sensitive. These energies come from six-layer slabs with 25 to 30 atoms per layer. An eight-layer slab with 64 atoms per layer lowers the (100) vacancy total by 0.010 eV and the adatom totals by 0.001 eV, which brings the ratio to about 0.97. The common attempt frequency matters more. Harmonic prefactors from the same potential, covering formation and jump together, are about $1.1\times10^{13}$ s$^{-1}$ for (111) adatoms and $4\times10^{13}$ s$^{-1}$ for (100) vacancies. They bring the ratio to about one third, and in the example below (100) would then need some 17 K less than (111) for surface diffusion alone.

## How large the effect is

The example has voids with $a_0=100$ nm and $H_0=5$ nm in a half-period $L=200$ nm, so half the interface is bonded at the start. Rough round values are $W=2.5$ J/m², $g=1.5$ J/m² and $P=1$ MPa, the same for both orientations.

The void area is 500 nm², which gives $a_e=\sqrt{1.5\times500/2.5}=17.3$ nm. Surface diffusion alone can therefore bond at most $1-17.3/200=91\%$ of this interface. For (111) at 200 °C, with $kT=6.53\times10^{-21}$ J and $\Omega=1.18\times10^{-29}$ m³,
$$\tau=\frac{(6.53\times10^{-21})(5\times10^{-16})^2}{12(1.18\times10^{-29})(8.2\times10^{-27})(2.5)}\ \text{s}\approx560\ \text{s}.$$
For (100) it is about 670 s. After one hour, both surfaces are close to the 91% limit.

A bonded fraction of 0.8 means $a=40$ nm and takes
$$\tau\ln\frac{100^2-17.3^2}{40^2-17.3^2}\approx2.0\,\tau .$$
The temperatures that reach this fraction in one hour are:

| Case | (111) | (100) |
|---|---:|---:|
| Surface diffusion alone | 175 °C | 180 °C |
| Interface diffusion included | 165 °C | 168 °C |

Taken before the temperatures are rounded, the differences are 4 K and 2 K. The first row neglects the wall loss; including it raises both of its temperatures by about 1.5 K. The second row uses a rough interface coefficient $G_b=5\times10^{-15}\exp(-1.1\ \text{eV}/kT)$ m³/s for both orientations. At the target fraction, 76% of the original void volume remains for (111) and 72% for (100). A well-bonded area is thus compatible with voids that are mostly unfilled when interface diffusion is this slow. The outcome depends strongly on $G_b$, which is poorly known: with a value ten times larger, both surfaces need about 141 °C and only 43% and 40% of the void volume remain.

These figures take $G$ as constant, which is only a rough approximation here. At the start, the potential at the side wall is $-\Omega W/H_0$, or about $-0.9\,kT$ at 200 °C. This lowers the adatom coverage near the wall and raises the vacancy coverage, so it slows (111) and speeds up (100). If the coverages follow the local potential, the required temperatures for surface diffusion alone shift by about 5 K in opposite directions, and (100) then needs the lower temperature. The orientation effect remains small, but the constant-$G$ model does not fix its sign.

Removing a void that still has its full area of 500 nm², but has already reached its equilibrium shape, takes about 3.3 h at 200 °C in the fast-surface limit. Here $G$ and $G_b$ are comparable, so that limit is approximate. At the start, the surface terms in $M_{ww}$ are about a fifth of the interface term, and the full model gives about 3.6 h. With $G_b$ about 50 times larger, removal takes about 0.25 h and surface transport becomes the limiting step: a tenfold larger $G$ then shortens it to about 0.08 h. The void's own suction, $W/H_e=87$ MPa at its equilibrium height $H_e=29$ nm, far exceeds the applied 1 MPa.

## When (111) would help much more

Suppose (111) could carry the same adatom coverage as (100). Its activation energy would be $0.636+0.044=0.680$ eV, and the required temperature with surface diffusion alone would fall to 71 °C. A large benefit inferred from hop rates alone assumes something of this kind. It would need a source that keeps supplying adatoms above their equilibrium number.

A second case is a (100) surface on which vacancy transport is blocked. Its adatom energy is 1.076 eV. Equal $G/T$ with (111) at 175 °C then requires
$$e^{-1.076\,\text{eV}/kT}=\frac{1.15}{2}\,\frac{T}{448\ \text{K}}\,e^{-0.903/0.0386},$$
which gives $T\approx525$ K, or about 250 °C. The advantage of (111) would be some 75 K. The outcome thus depends on which defects carry the mass on the competing surface.

## Comparison with real bonding

Polished copper surfaces can be bonded directly at temperatures and times like those of the example, although applied pressures can be well above 1 MPa. One assumption at risk in practice is a clean surface: oxide and impurities can change both defect energies and adhesion. A change of 0.1 eV in the (111) activation energies moves its required temperature from 175 °C to 124 or 227 °C. This shift of about 50 K dwarfs the computed 4 K, so even the sign of the orientation effect is not settled here. Slower oxidation, flatter films or a different interface diffusivity might explain a larger benefit of (111); whether (111) films have these properties is not examined here.

Two further simplifications can be estimated for this example. If the side walls of a void with (111) terraces transport mass only as well as a (100) surface, the wall loss rises from 3% to 19% of the terrace loss as bonding proceeds to the target. Uniform terrace motion needs surface steps; a miscut of one degree puts them 12 nm apart, well within the void width. On a terrace without steps, transport could be slower.

Adhesion might also pull the gap shut elastically. A crack of half-width $a$ under stress $p$ opens by $4pa/E'$ at its centre, where $E'$ is the plane-strain modulus, so closing the gap needs $p=E'H_0/(4a_0)$. Adhesion can hold $p=\sqrt{E'W/(\pi a_0)}$, from the energy balance $\pi ap^2/E'=W$. With a rough $E'=150$ GPa, closure needs 1.9 GPa and adhesion supplies 1.1 GPa, which suggests that the gap stays open. The formulas describe a slender crack, not a gap with steep side walls, so the comparison is rough.

## What to do about it

**Reduce void height first.** At fixed width, and with $G$ taken as constant, $\tau$ scales as $H_0^2$. Halving the height to 2.5 nm makes $\tau$ four times shorter. It also halves the estimated closure stress to 0.94 GPa, close to what adhesion supplies, so elastic closing without diffusion may become possible. In this model, the fourfold change in $\tau$ alone outweighs the change from (100) to (111).

**Measure bonded area and void volume separately.** If the area has saturated while voids remain, surface transport alone will not remove them, and making it faster helps little as long as interface diffusion is the slower step. In this model of a clean interface, more time, or a higher temperature that speeds interface diffusion, removes them. Extra pressure helps this stage appreciably when it is comparable with the void suction.

**Compare orientations under matched conditions.** To attribute a lower bonding temperature to surface diffusion, hold roughness, oxide, pressure and time fixed, and use mass-transport coefficients measured on surfaces in the same state. Adatom hop rates do not suffice. The full numerical output follows.

## Values computed for the example and the checks

```
Cu neighbour distance 0.2556 nm, bulk energy -3.544 eV
energy gained at a kink -3.544 eV
(111) unrelaxed surface energy 1.27 J/m2
(111) adatom: formation 0.859, hop 0.044 eV
(111) vacancy: formation 0.668, jump 0.605 eV
(111) formation+migration, adatom hop 0.903 eV
(111) formation+migration, vacancy 1.272 eV
(100) unrelaxed surface energy 1.36 J/m2
(100) adatom: formation 0.636, hop 0.440 eV
(100) vacancy: formation 0.546, jump 0.387 eV
(100) formation+migration, adatom hop 1.076 eV
(100) formation+migration, vacancy 0.934 eV
(100) adatom exchange barrier 0.954 eV
attempt frequency 5.0e+12 1/s; reference temperature 200 C
adatom hop diffusivity (111) 2.76e-04, (100) 6.76e-08 cm2/s
hop diffusivity ratio (111)/(100) 4.08e+03
mass transport G (111) 8.21e-27, (100) 6.93e-27 m3/s
mass transport ratio (111)/(100) 1.19
interface transport Gb 9.60e-27 m3/s
void half-width 100, height 5, half-period 200 nm
adhesion W 2.5, wall energy g 1.5 J/m2, pressure 1 MPa
equilibrium half-width 17.3 nm, height 28.9 nm
largest bonded fraction by surface diffusion alone 0.913
(111) 200 C: tau 562 s, bonded after 1 h 0.911
(100) 200 C: tau 666 s, bonded after 1 h 0.907
target bonded fraction 0.8 in 60 min
surface only, 111: needs 175.4 C
surface only, 100: needs 179.6 C
surface only, equal coverage: needs 71.2 C
with interface, 111: needs 165.4 C, void volume left 0.762
with interface, 100: needs 167.5 C, void volume left 0.720
T(100)-T(111): surface only 4.2 K, with interface 2.1 K
time to remove residual void at 200 C 3.33 h
void suction W/He 87 MPa
(111) temperature if activation is 0.1 eV lower 123.7 C
(111) temperature if activation is 0.1 eV higher 227.4 C
wall/terrace loss, (111) terrace with (100) wall: start 0.0296, end 0.185
elastic modulus used 150 GPa
elastic closure needs 1.88 GPa, adhesion supplies 1.09 GPa
step spacing at 1 degree miscut 12.0 nm
```
